# Reading error of a one-point-calibrated Wien pyrometer with a wrong wavelength

## Problem

A pyrometer views a hot silicon wafer through a narrow filter. Over its working range its signal follows Wien's law,

$$S(T)=K\,e^{-c_2/(\lambda T)},\qquad c_2=\frac{hc}{k}=1.43878\times10^{7}\ \text{nm K}, \tag{1}$$

where $T$ is the wafer temperature and $\lambda=950$ nm is the true effective wavelength of filter and detector together. The constant $K$ contains the emissivity of the wafer, the transmission of the window, the viewing geometry and the gain of the detector.

The instrument is calibrated at one temperature, $T_0=850$ K: its scale factor is adjusted until it reads 850 K when the wafer is at 850 K. To convert signals into temperatures it uses (1) with a wavelength $\lambda'=(1+\delta)\lambda$. Here $\delta=0.01$, so $\lambda'=959.5$ nm.

What does the instrument read when the wafer is at $T=1300$ K? Estimate the error by scaling, then find it without approximation and compare the two. How does the answer change if the 1 percent is counted from the centre of a filter of finite width, and how large are the other errors of a real measurement?

For the first part, assume that $K$ is the same at both temperatures, that no stray light reaches the detector, and that the calibration temperature is right. An error is counted as reading minus true temperature, so a positive error means that the instrument reads high.

## First estimate by scaling

At the calibration point the error is zero, whatever wavelength is assumed, because the scale factor has been adjusted to make it so. Near this point, the error grows with the distance from $T_0$. A 1 percent error of scale over the interval $1300-850=450$ K would give 4.5 K.

This is too crude, because the instrument's natural scale is not linear in $T$. By (1), the logarithm of the signal is linear in $1/T$:

$$\ln S=\ln K-\frac{c_2}{\lambda}\,\frac1T .$$

The slope has magnitude $c_2/\lambda$. An instrument that assumes too long a wavelength assumes too small a slope. To account for a given change of $\ln S$ it needs a larger change of $1/T$, larger by the fraction $\delta$. It thus stretches the interval of $1/T$, not that of $T$, by 1 percent.

The true interval is

$$\frac1T-\frac1{T_0}=(7.692308-11.76471)\times10^{-4}\ \text{K}^{-1}=-4.0724\times10^{-4}\ \text{K}^{-1},$$

and 1 percent of it is $-4.07\times10^{-6}\ \text{K}^{-1}$. Since $d(1/T)=-dT/T^2$, a small change of $1/T$ becomes a change of temperature through the factor $-T^2$:

$$\Delta T\approx -T^2\,\delta\left(\frac1T-\frac1{T_0}\right)=\delta\,T\left(\frac{T}{T_0}-1\right). \tag{2}$$

With $T/T_0-1=0.52941$ this is

$$\Delta T\approx0.01\times1300\ \text{K}\times0.52941=6.88\ \text{K}.$$

Equation (2) can also be written $\delta\,(T-T_0)\,T/T_0$. This is the crude 4.5 K multiplied by $T/T_0=1.53$. The extra factor comes from the curvature of the $1/T$ scale: equal steps in $1/T$ are larger steps in $T$ on the hot side.

## Exact solution

The constant $K$ is unknown to the user, but it cancels in the ratio of the signals at the two temperatures:

$$\ln\frac{S(T)}{S(T_0)}=-\frac{c_2}{\lambda}\left(\frac1T-\frac1{T_0}\right). \tag{3}$$

For the numbers given, the right side is 6.1677, so the signal rises by a factor of 477 between 850 K and 1300 K.

The instrument's own curve is $K'e^{-c_2/(\lambda'T)}$, with $K'$ chosen so that the curve passes through the measured signal at $T_0$. When the signal is $S(T)$, the reading $T_r$ is the temperature at which this curve has that value:

$$\ln\frac{S(T)}{S(T_0)}=-\frac{c_2}{\lambda'}\left(\frac1{T_r}-\frac1{T_0}\right). \tag{4}$$

The left sides of (3) and (4) are the same measured number. Equating the right sides and multiplying by $-\lambda'/c_2$, with $\lambda'/\lambda=1+\delta$, gives

$$\frac1{T_r}-\frac1{T_0}=(1+\delta)\left(\frac1T-\frac1{T_0}\right).$$

On the right, the part without $\delta$ contains $-1/T_0$, which cancels the same term on the left. What remains is

$$\frac1{T_r}=\frac1T+\delta\left(\frac1T-\frac1{T_0}\right)=\frac1T\left[1-\delta\left(\frac T{T_0}-1\right)\right].$$

With the abbreviation $u=T/T_0-1$, the reading and its error are

$$T_r=\frac{T}{1-\delta u},\qquad T_r-T=\frac{T\,\delta u}{1-\delta u}. \tag{5}$$

For the wafer at 1300 K,

$$\frac1{T_r}=(7.692308-0.040724)\times10^{-4}\ \text{K}^{-1}=7.651584\times10^{-4}\ \text{K}^{-1},$$

so that $T_r=1306.92$ K. The pyrometer reads 6.9 K high, or about 7 K.

Neither $c_2$ nor $\lambda$ appears in (5). Within Wien's law, the same relative error of wavelength gives the same temperature error for an instrument working at 650 nm or at 1550 nm. The wavelength sets how strongly the signal responds to temperature, but the true and the assumed response differ by the same factor in either case.

## Comparison and limits

For $|\delta u|<1$, the geometric series turns (5) into

$$T_r-T=T\,\delta u+T(\delta u)^2+\dots$$

The first term is the scaling estimate (2). The second is 0.036 K here, which accounts for the difference between 6.88 K and 6.92 K. The ratio of estimate to exact error is $1-\delta u$, so the estimate is low by the fraction $\delta u=0.0053$ of the error. The crude 4.5 K is low by about a third, because it leaves out the factor $T/T_0$.

**Close to the calibration point.** For $T\to T_0$ the factor $T/T_0$ tends to 1, and the error becomes $\delta\,(T-T_0)$. In this limit the crude estimate is right.

**Below the calibration point.** Here $u$ is negative and the instrument reads low. At 700 K, equation (5) gives an error of $-1.23$ K. To first order in $\delta$, the error $\delta(T^2/T_0-T)$ has its minimum where $2T/T_0=1$, at $T=T_0/2$, and its value there is $-\delta T_0/4$, about $-2.1$ K. Above $T_0$ there is no such bound, and the error grows faster than linearly. For this error alone, a calibration near the working temperature is therefore better than one far below it. An assumed wavelength that is too short makes $\delta$ negative and reverses all these signs.

**Known scale factor.** Suppose that the true value of $K$, emissivity included, were given to the instrument and no calibration at a temperature were made. Equation (1) tends to $K$ as $T\to\infty$, so this case corresponds to $T_0\to\infty$, where $u\to-1$. Equation (5) then gives $T_r=T/(1+\delta)$, which at 1300 K is about 13 K low. The same wrong wavelength thus gives errors of opposite sign in the two cases. The sign depends on where the instrument's curve has been tied to the true one.

**Breakdown of the formula.** The reading diverges when $\delta u=1$. The instrument's curve cannot exceed $K'$, its value at infinite temperature, and a larger signal has no temperature assigned to it. For $\delta=0.01$ this would need $T=101\,T_0$, far outside the range of Wien's law and of any wafer.

Equation (2) also gives a tolerance. To keep this error below 1 K at 1300 K, with the calibration at 850 K, $\delta$ must be smaller than $1/(1300\times0.52941)=0.00145$. At 950 nm this is about 1.4 nm.

## A filter of finite width

A tolerance of 1.4 nm raises the question of what "the" wavelength of a real filter is. Let $F(\lambda)$ be the response of filter and detector to spectral radiance per unit wavelength. Write $\beta=1/T$. In Wien's approximation the signal is

$$S\propto\int F(\lambda)\,\lambda^{-5}e^{-c_2\beta/\lambda}\,d\lambda .$$

Differentiation with respect to $\beta$ brings down a factor $-c_2/\lambda$ under the integral. Division by $S$ then gives

$$\frac{d\ln S}{d\beta}=-c_2\left\langle\frac1\lambda\right\rangle_\beta ,$$

where the brackets denote an average weighted with the integrand of $S$. Integration from $\beta_0=1/T_0$ to $\beta$ reproduces (3), provided that $\lambda$ is replaced by $\lambda_e$ with

$$\frac1{\lambda_e}=\frac1{\beta-\beta_0}\int_{\beta_0}^{\beta}\left\langle\frac1\lambda\right\rangle_{\beta_1}d\beta_1 .$$

This mean effective wavelength belongs to the pair of temperatures, not to the filter alone. Equation (5) holds for a filter of any shape if $\delta$ is counted from $\lambda_e$.

For a narrow Gaussian response with centre $\lambda_c$ and standard deviation $\sigma$, the difference $\lambda_e-\lambda_c$ can be found explicitly. The response is multiplied by $e^{f(\lambda)}$ with $f=-5\ln\lambda-c_2\beta/\lambda$. To first order about the centre, $f$ has the slope

$$f'=\frac{c_2\beta}{\lambda_c^2}-\frac5{\lambda_c}.$$

With $x=\lambda-\lambda_c$, the weight is proportional to $e^{-x^2/(2\sigma^2)+f'x}$. Completing the square shows that this is a Gaussian of the same width, centred at $x=\sigma^2f'$. Expansion of $1/\lambda$ to second order in $x$, with $\langle x\rangle=\sigma^2f'$ and $\langle x^2\rangle\approx\sigma^2$, gives

$$\left\langle\frac1\lambda\right\rangle\approx\frac1{\lambda_c}-\frac{\sigma^2f'}{\lambda_c^2}+\frac{\sigma^2}{\lambda_c^3}.$$

The reciprocal, to the same order, is $\lambda_c+\sigma^2f'-\sigma^2/\lambda_c$. The last term turns the 5 in $f'$ into a 6. Since $f'$ is linear in $\beta$, averaging over the interval replaces $\beta$ by the midpoint $\beta_m=(\beta+\beta_0)/2$:

$$\lambda_e-\lambda_c\approx\sigma^2\left(\frac{c_2\beta_m}{\lambda_c^2}-\frac6{\lambda_c}\right). \tag{6}$$

Take a filter centred at 950 nm with a full width at half maximum of 20 nm, so that $\sigma=8.493$ nm. With $\beta_m=9.7285\times10^{-4}\ \text{K}^{-1}$, the bracket is $0.01551-0.00632=0.00919\ \text{nm}^{-1}$, and (6) gives a shift of 0.663 nm. Direct integration over the filter gives $\lambda_e=950.662$ nm, a shift of 0.662 nm. The shift is towards long wavelengths because the thermal spectrum rises steeply in that direction.

If the instrument assumes 959.5 nm, 1 percent above the filter centre, its wavelength is too long by only $959.5/950.66-1=0.93$ percent in the sense that matters. The error at 1300 K is then 6.4 K instead of 6.9 K. The answer "about 7 K" thus refers to 1 percent of the mean effective wavelength.

## Other errors of the same measurement

Suppose now that the assumed wavelength is correct, but that the hot signal is changed by a factor $g$ relative to what the calibration implies. The measured logarithm in (3) gains a term $\ln g$, and equating it to the instrument's expression with $\lambda'=\lambda$ gives

$$\frac1{T_r}=\frac1T-\frac{\lambda}{c_2}\ln g,\qquad T_r-T\approx\frac{\lambda T^2}{c_2}\ln g. \tag{7}$$

The prefactor is 111.6 K at 1300 K and 950 nm, so a 1 percent change of signal shifts the reading by about 1.1 K. Unlike the wavelength error, this shift is proportional to $\lambda$.

**Planck's law.** Planck's radiance exceeds Wien's by the factor $1/(1-e^{-c_2/(\lambda T)})$. At 1300 K the exponent is 11.65, and $g-1\approx e^{-11.65}\approx9\times10^{-6}$. The correction at 850 K is smaller by the signal ratio of 477 and can be dropped. The reading shifts by 0.001 K, so Wien's law is adequate here.

**Emissivity.** For an opaque wafer with a smooth bare surface, seen at normal incidence, the emissivity is one minus the reflectance:

$$\varepsilon=1-\left(\frac{n-1}{n+1}\right)^2 .$$

Rough refractive indices of silicon at this wavelength are 3.8 at 850 K and 4.0 at 1300 K. They give $\varepsilon=0.660$ and $0.640$, a fall of 3 percent, and a shift of $-3.4$ K. The size of this shift depends on the small difference between two rough indices and is itself rough: with 3.9 instead of 4.0 at 1300 K, it would be only $-1.7$ K. Empirical fits of the index of silicon, extrapolated to this wavelength and these temperatures, give a rise of about 0.10 to 0.13 rather than 0.2, and so a shift near $-2$ K. The value $-3.4$ K is at the large end and is kept below as an example.

**Window.** If a deposit takes away 2 percent of the light after the calibration, then $g=0.98$ and the reading falls by 2.3 K.

**Lamp light.** Let the heating lamps have filaments at 2500 K, treated as black, and let a fraction $5\times10^{-5}$ of their radiance reach the detector during the hot reading but not during the calibration. This adds 2.1 percent to the wafer's signal and raises the reading by 2.3 K. So small a leak matters because the filaments are far brighter than the wafer at 950 nm. The assumption of a dark calibration is essential. At 850 K the same leak from 2500 K filaments would be about ten times the wafer's own signal. From filaments at only 1500 K it would still add 17 percent to the calibration signal, and the reading at 1300 K would then be about 15 K low.

**Calibration temperature.** Let the wafer be at $T_0+\Delta$ when the instrument is told that it is at $T_0$. With the correct wavelength, the measured interval of $1/T$ then starts from the wrong point:

$$\frac1{T_r}-\frac1{T_0}=\frac1T-\frac1{T_0+\Delta}\quad\Rightarrow\quad T_r-T\approx-\left(\frac T{T_0}\right)^2\Delta .$$

An error of $\Delta=1$ K at 850 K becomes $-2.3$ K at 1300 K.

The leak, the window loss and the calibration error are assumed sizes, chosen to show the sensitivity. Each gives a few kelvin, so the 7 K is the contribution of the wavelength and not the total error of a reactor.

Errors of opposite sign can hide one another. With the long wavelength and the emissivity change together, the instrument reads 3.5 K high. The sum of the separate errors, $6.92-3.38=3.54$ K, is slightly larger than the computed 3.47 K. About half of the difference arises because the wrong instrument multiplies $\ln g$ by $\lambda'$ instead of $\lambda$; the rest is the cross term of second order in the conversion from $1/T$ to $T$.

## The model beside a real reactor

A wafer temperature near 1300 K is roughly that of silicon epitaxy from chlorosilanes in lamp-heated reactors, and 950 nm lies within the range of silicon photodiodes. The photon energy, 1.305 eV, is above the band gap of silicon, so the wafer absorbs at this wavelength. With a rough room-temperature absorption coefficient of 150 cm$^{-1}$ and a thickness of 725 µm, the fraction transmitted in one pass is about $2\times10^{-5}$. This alone would not be enough: at 850 K, light from 2500 K lamps behind the wafer, weakened by this factor, would be comparable with the wafer's own signal. But the gap shrinks on heating and the absorption rises. A rough estimate for indirect absorption gives about 2000 cm$^{-1}$ at 850 K, while some 260 cm$^{-1}$ would already hold the lamp light to 0.1 percent of the signal. The hot wafer can therefore be treated as opaque at both temperatures. One assumption that a real wafer does not obey is the constant emissivity. For the bare surface considered here, and with the rough indices used above, this moves the error from about 7 K to about 3.5 K; with an index rise of 0.10 to 0.13 instead of 0.2, the error would be about 5 K.

## Finding the wavelength from a second point

If the wafer temperature is known independently at a second point $T_1$, equation (3) can be solved for the wavelength:

$$\lambda=-\frac{c_2\,(1/T_1-1/T_0)}{\ln[S(T_1)/S(T_0)]}.$$

With $T_1=1300$ K and the logarithm 6.1677, this returns 950 nm. If the emissivity falls by 3 percent between the two points, the measured logarithm is smaller by 0.030, and the inferred wavelength is about 0.5 percent too long. The instrument then still reads correctly at both calibration points, because its line has been drawn through them. Its wavelength has become a fitting parameter that contains part of the emissivity change, and it no longer describes the filter alone. The main values of the example are collected in the numerical output.

## Calculated quantities

```
c2 = 1.43878e+07 nm K
Calibration temperature = 850 K
True wafer temperature = 1300 K
True effective wavelength = 950.0 nm
Assumed wavelength = 959.5 nm
1/T at calibration = 1.176471e-03 1/K
1/T of hot wafer = 7.692308e-04 1/K
1/T of reading = 7.651584e-04 1/K
Log of signal ratio hot/calibration = 6.1677
Signal ratio hot/calibration = 477.1
T/T_cal - 1 = 0.52941
Pyrometer reading = 1306.92 K
Reading error = +6.92 K
First-order error = +6.88 K
Second-order term = +0.036 K
Reading error at 700 K = -1.23 K
c2/(lambda T) for hot wafer = 11.650
Planck correction to reading = +0.00097 K
Filter full width at half maximum = 20.0 nm
Filter standard deviation = 8.493 nm
Mean effective wavelength of filter = 950.662 nm
Effective shift, narrow-filter formula = 0.663 nm
Error if 1 percent is from filter centre = +6.43 K
Reading shift per unit log signal = 111.6 K
Rough silicon index at 850 K = 3.8
Rough silicon index at 1300 K = 4.0
Emissivity at 850 K = 0.6597
Emissivity at 1300 K = 0.6400
Shift from emissivity change alone = -3.38 K
Error, wavelength and emissivity together = +3.47 K
Assumed window transmission factor = 0.98
Shift from window loss alone = -2.25 K
Assumed lamp filament temperature = 2500 K
Assumed leaked fraction of lamp radiance = 5.0e-05
Stray light relative to wafer signal = 2.10 percent
Shift from lamp light alone = +2.32 K
True minus assumed calibration temperature = +1.0 K
Shift from calibration error alone = -2.33 K
Photon energy = 1.305 eV
Rough silicon absorption coefficient = 150 1/cm
Wafer thickness = 725 um
Upper estimate of wafer transmittance = 1.9e-05
```
